# Electrostatic stress in a crystal: Maxwell field, cell average and enclosed force

## The physical question

Stretch a crystal slightly and its electrostatic energy changes. The change per unit volume and strain is the electrostatic part of the stress, one tensor for the whole cell, which can be written as a sum over reciprocal lattice vectors. Displace one ion instead, and the energy change gives a force on that ion. Classical electrostatics describes both kinds of mechanical action by a stress field that exists at every point of space. How is this field related to the stress of the cell and to the force on an ion?

The field does give both, but each relation needs care. A surface integral gives the force on everything enclosed, including electrons. The cell average gives the strain derivative for charge that deforms with the cell, and ions do not deform. The correction for this is finite for smeared ions and carries a divergence for point ions.

## Charge, field and units

Hartree atomic units with Gaussian electrostatics are used, so that $\nabla\cdot\mathbf E=4\pi\rho$. A cell of volume $\Omega$ contains the charge density

$$\rho(\mathbf r)=\sum_a n_a(\mathbf r)-n_e(\mathbf r),$$

where $n_e$ is the electron number density. Ion $a$, at $\mathbf R_a$, is a rigid Gaussian of charge $Z_a$ and standard deviation $s$, the same for all ions:

$$n_a=\frac{Z_a}{(2\pi s^2)^{3/2}}\,e^{-u^2/2s^2},\qquad \mathbf u=\mathbf r-\mathbf R_a .$$

Everything repeats periodically. The cell is neutral, and the potential $\phi$ is periodic. The field $\mathbf E=-\nabla\phi$ therefore has zero cell average, as for a crystal inside a conducting boundary. An imposed macroscopic field would add terms absent below.

Define the Maxwell stress field

$$T_{ij}=\frac1{4\pi}\left(E_iE_j-\tfrac12\delta_{ij}E^2\right).$$

Repeated vector indices are summed. A surface element with outward normal $\mathbf n$ transmits the force $T_{ij}n_j$ per area to the material inside. If $\mathbf E$ is parallel to $\mathbf n$, the normal component is $E^2/8\pi$, a tension. If $\mathbf E$ is perpendicular to $\mathbf n$, it is $-E^2/8\pi$, a pressure. Positive stress thus means tension.

## Surface integral and enclosed force

Differentiate by the product rule:

$$4\pi\,\partial_jT_{ij}=(\partial_jE_i)E_j+E_i\,\partial_jE_j-E_j\,\partial_iE_j .$$

Because $\mathbf E$ is a gradient, $\partial_jE_i=\partial_iE_j$, and the first and third terms cancel. Gauss's law turns the second into $4\pi\rho E_i$. Hence

$$\partial_jT_{ij}=\rho E_i .$$

The right side is the electrostatic force per volume. Integrating over a region $V$ and applying the divergence theorem gives

$$\oint_{\partial V}T_{ij}n_j\,dS=\int_V\rho E_i\,d^3r. \tag{1}$$

This is the force on all charge in $V$. A surface cutting through an ion counts only the part inside. For the boundary of the whole cell, opposite faces carry equal $T$ and opposite normals, so the total is zero.

To isolate the force on an ion, displace it rigidly by $\delta\mathbf R_a$ with the electron density fixed. Then $\delta n_a=-\delta\mathbf R_a\cdot\nabla n_a$. The energy changes by

$$\delta U=\int\phi\,\delta n_a\,d^3r=\int n_a\nabla\phi\cdot\delta\mathbf R_a\,d^3r=-\delta\mathbf R_a\cdot\int n_a\mathbf E\,d^3r,$$

where the second equality is an integration by parts. The ion force is therefore $\mathbf F_a=\int n_a\mathbf E\,d^3r$. If $V$ contains this ion, apart from a negligible Gaussian tail, and no other, (1) becomes

$$\oint_{\partial V}T_{ij}n_j\,dS=F_{a,i}-\int_Vn_eE_i\,d^3r. \tag{2}$$

The second term is the force on the enclosed electrons. If this electrostatic force is the only one acting on the ion, its equilibrium requires $\mathbf F_a=0$, which differs in general from a vanishing surface integral.

There is another reading of (1). Split the field into the Coulomb field of the charge inside $V$ and the remainder. The mutual forces of the enclosed charges cancel in pairs, so the surface integral measures the pull of the remainder on the enclosed charge.

Equation (1) does not determine the cell average of a stress field. Adding a constant tensor to $T$ leaves its divergence and every closed-surface integral unchanged, but shifts its average. The average needs a separate argument.

## The average in reciprocal space

Let $\mathbf G$ be the reciprocal lattice vectors and define the charge coefficients

$$Q_{\mathbf G}=\int_{\rm cell}\rho\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r,\qquad
\rho=\frac1\Omega\sum_{\mathbf G}Q_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}.$$

Neutrality means $Q_0=0$. Poisson's equation $-\nabla^2\phi=4\pi\rho$ gives $\phi_{\mathbf G}=4\pi Q_{\mathbf G}/(\Omega G^2)$ for $\mathbf G\ne0$. Since $\mathbf E=-\nabla\phi$,

$$\mathbf E_{\mathbf G}=-\frac{4\pi i\,\mathbf G\,Q_{\mathbf G}}{\Omega G^2},\qquad \mathbf E_0=0 .$$

For real periodic functions, Parseval's theorem gives $\langle E_iE_j\rangle=\sum_{\mathbf G}E_{i,\mathbf G}E_{j,\mathbf G}^*$, where angle brackets denote the cell average. Thus

$$\langle E_iE_j\rangle=\frac{16\pi^2}{\Omega^2}\sum_{\mathbf G\ne0}\frac{G_iG_j}{G^4}|Q_{\mathbf G}|^2 .$$

Its trace is $\langle E^2\rangle$, in which $G_iG_j/G^4$ becomes $1/G^2$. Inserting both into the definition of $T$ yields

$$\langle T_{ij}\rangle=\frac{2\pi}{\Omega^2}\sum_{\mathbf G\ne0}\frac{|Q_{\mathbf G}|^2}{G^2}
\left(\frac{2G_iG_j}{G^2}-\delta_{ij}\right). \tag{3}$$

## The strain derivative for deforming charge

The field energy per cell is

$$U_f=\frac{\Omega}{8\pi}\langle E^2\rangle=\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{|Q_{\mathbf G}|^2}{G^2}.$$

Apply a small symmetric strain, $\mathbf r'=(1+\varepsilon)\mathbf r$, and define stress by $\delta U=\Omega\sigma_{ij}\varepsilon_{ij}$. First let every charge element move with the cell. Each element keeps its charge, and $\mathbf G'\cdot\mathbf r'=\mathbf G\cdot\mathbf r$, so $Q_{\mathbf G}$ is unchanged. The same phase condition gives $\mathbf G'=(1-\varepsilon)\mathbf G$ to first order. Hence

$$\delta\Omega=\Omega\,\delta_{ij}\varepsilon_{ij},\qquad
\delta(G^2)=-2G_iG_j\varepsilon_{ij}.$$

In $U_f$, the factor $1/\Omega$ contributes $-\delta_{ij}\varepsilon_{ij}U_f$. Each $1/G^2$ changes by $-\delta(G^2)/G^4=2G_iG_j\varepsilon_{ij}/G^4$. Together,

$$\delta U_f=\varepsilon_{ij}\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{|Q_{\mathbf G}|^2}{G^2}
\left(\frac{2G_iG_j}{G^2}-\delta_{ij}\right)
=\Omega\langle T_{ij}\rangle\varepsilon_{ij}. \tag{4}$$

The average of the Maxwell stress is thus the electrostatic stress when all charge strains with the cell. Its trace is $-U_f/\Omega$, as expected for an energy inversely proportional to length under uniform scaling.

For electrons, this way of straining is the appropriate one in a self-consistent mean-field calculation. Orbitals scaled as $\psi'(\mathbf r')=\psi(\mathbf r)/\sqrt{\det(1+\varepsilon)}$ stay orthonormal. At fixed occupations the total energy is stationary against orthonormal changes of the orbitals, so their further relaxation does not contribute at first order. With thermally smeared fractional occupations, as used for metals, the occupations also change with strain; the stationary quantity is then the free energy, and the stress obtained from scaled orbitals is its strain derivative, not that of the energy. Kinetic and exchange-correlation energies give separate stresses.

## The correction for rigid ions

An ion's centre follows the strain, but its shape does not. Its charge coefficient is

$$q_{a,\mathbf G}=Z_ae^{-G^2s^2/2}e^{-i\mathbf G\cdot\mathbf R_a}.$$

The phase is fixed because $\mathbf R_a$ scales with the cell. The Gaussian factor changes:

$$\delta q_{a,\mathbf G}=-\frac{s^2}{2}\delta(G^2)\,q_{a,\mathbf G}
=s^2G_iG_j\varepsilon_{ij}\,q_{a,\mathbf G}.$$

Since $\delta|Q|^2=2\,{\rm Re}(Q^*\delta Q)$, the energy acquires the additional change

$$\delta U_{\rm extra}=\varepsilon_{ij}\sum_a\frac{4\pi s^2}{\Omega}
\sum_{\mathbf G\ne0}\frac{G_iG_j}{G^2}{\rm Re}(Q_{\mathbf G}^*q_{a,\mathbf G}). \tag{5}$$

This sum is the first moment of the force distribution on the ion,

$$D^{(a)}_{ij}=\int u_i n_aE_j\,d^3r .$$

To see this, use the Gaussian identity $u_in_a=-s^2\partial_in_a$. In Fourier space $\partial_in_a$ has coefficient $iG_iq_{a,\mathbf G}/\Omega$. The integral of a product is $\Omega$ times the sum of one coefficient times the conjugate of the other, so

$$D^{(a)}_{ij}=-s^2\Omega\sum_{\mathbf G\ne0}
\frac{iG_iq_{a,\mathbf G}}{\Omega}\,
\frac{4\pi iG_jQ_{\mathbf G}^*}{\Omega G^2}
=\frac{4\pi s^2}{\Omega}\sum_{\mathbf G\ne0}\frac{G_iG_j}{G^2}q_{a,\mathbf G}Q_{\mathbf G}^* .$$

The imaginary parts cancel between $\mathbf G$ and $-\mathbf G$, leaving the sum in (5). The stress for rigid ions is therefore

$$\sigma_{ij}=\langle T_{ij}\rangle+\frac1\Omega\sum_a\int(\mathbf r-\mathbf R_a)_i\,n_aE_j\,d^3r. \tag{6}$$

The sign has a mechanical meaning. Affine straining would displace an element of the ion by $\varepsilon\mathbf R_a+\varepsilon\mathbf u$, whereas the rigid ion moves by $\varepsilon\mathbf R_a$. Removing the displacement $\varepsilon\mathbf u$ removes the work $\int n_a\mathbf E\cdot\varepsilon\mathbf u\,d^3r$ done by the field, and so raises the energy by that amount.

## Connection with Hartree, local and Ewald energies

The field energy includes the self-energy of each ion. We now show that, for ions separated by many times $s$, subtracting it leaves the sum of the Hartree, local ion-electron and Ewald energies. Write $N_{\mathbf G}$ for the electron coefficients, $S_{\mathbf G}=\sum_aZ_ae^{-i\mathbf G\cdot\mathbf R_a}$, and $Z=\sum_aZ_a=N_0$. Expanding $|Q_{\mathbf G}|^2$ gives

$$U_f=\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{|N_{\mathbf G}|^2-2{\rm Re}(N_{\mathbf G}^*S_{\mathbf G})e^{-G^2s^2/2}+|S_{\mathbf G}|^2e^{-G^2s^2}}{G^2}.$$

The first term is the Hartree energy. The second is the electron energy in the local ion potentials, except for its finite part at $\mathbf G=0$. An ion's potential has the transform

$$-\frac{4\pi Z_a}{G^2}e^{-G^2s^2/2}=-\frac{4\pi Z_a}{G^2}+2\pi Z_as^2+O(G^2).$$

The divergent parts cancel by neutrality among the three energies. The finite part adds $+2\pi s^2Z^2/\Omega$ to the local energy.

For the third term, write the interaction of point ions as

$$\frac1r=\frac{{\rm erf}(r/2s)}r+\frac{{\rm erfc}(r/2s)}r .$$

The first part has transform $4\pi e^{-G^2s^2}/G^2$ and produces the third sum in $U_f$. That sum also contains each ion's interaction with itself. Since ${\rm erf}(r/2s)/r\to1/(\sqrt\pi s)$ at $r=0$, this self-energy is

$$U_a=\frac{Z_a^2}{2\sqrt\pi\,s},$$

which the point-ion energy omits. The short-range part is negligible between ions separated by many times $s$, but not in its interaction with the uniform neutralizing background of the Ewald energy. Its spatial integral is the $G\to0$ limit of $4\pi(1-e^{-G^2s^2})/G^2$, namely $4\pi s^2$. Ion-background attraction gives $-4\pi s^2Z^2/\Omega$, and background self-repulsion gives half that size with positive sign. The Ewald energy is thus the third sum minus $\sum_aU_a$ minus $2\pi s^2Z^2/\Omega$. The last term cancels the finite part of the local energy:

$$E_{\rm Hartree}+E_{\rm local}+E_{\rm Ewald}=U_f-\sum_aU_a. \tag{7}$$

The self-energy of a rigid ion does not depend on strain. Equation (6) is therefore also the stress of the energy in (7). Other terms of a pseudopotential, such as nonlocal ones, need their own stress.

## The point-ion limit

As $s\to0$, the field energy and $\langle T\rangle$ diverge. To find what remains, split the field at ion $a$ into its own isolated field and an external field.

Uniformly expanding an isolated charge distribution by $1+\eta$ changes its energy by $-\eta U_a$. The same change equals minus the work of the field, $-\eta\int n_a\mathbf u\cdot\mathbf E_{\rm self}\,d^3r$. The integral is therefore $U_a$. Spherical symmetry divides it equally among the diagonal elements, so the self part of the moment is $\delta_{ij}U_a/3$.

The external field near the ion is $E_j^{\rm ext}(\mathbf R_a)+u_k\partial_kE_j^{\rm ext}+\cdots$. The constant term has no first moment. Since $\int n_au_iu_k\,d^3r=Z_as^2\delta_{ik}$, the leading contribution is $Z_as^2\partial_iE_j^{\rm ext}$. For a smooth electron density it vanishes as $s^2$.

The conventional energy itself also has a point limit. Expanding the local energy in $s^2$, including its finite $\mathbf G=0$ part, gives to leading order the change from its point-ion value

$$\frac{2\pi s^2}{\Omega}\sum_{\mathbf G}{\rm Re}(N_{\mathbf G}^*S_{\mathbf G})
=2\pi s^2\sum_aZ_an_e(\mathbf R_a).$$

At fixed scaled positions $n_e(\mathbf R_a)\propto1/\Omega$, so the corresponding stress error is also of order $s^2$. Consequently,

$$\sigma_{ij}^{\rm point}=\lim_{s\to0}\left[\langle T_{ij}\rangle+
\frac{\delta_{ij}}{3\Omega}\sum_a\frac{Z_a^2}{2\sqrt\pi s}\right]. \tag{8}$$

A surface integral that stays clear of the ions needs no such subtraction: outside a spherical ion, its field tends to that of a point charge.

## A worked cell

Take the cell vectors $(7.5,0,0)$, $(0.8,8.0,0)$ and $(0.5,-0.6,8.5)$ bohr. The matrix is triangular, so $\Omega=7.5\times8.0\times8.5=510$ bohr$^3$. Both ions have $s=0.4$ bohr. The electrons form two normalized Gaussian clouds with prescribed centres; they are not a self-consistent ground state.

| Object | Charge number | Width (bohr) | Fractional position |
|---|---:|---:|---|
| ion 1 | 3 | 0.4 | 0.25, 0.25, 0.25 |
| ion 2 | 1 | 0.4 | 0.70, 0.72, 0.68 |
| cloud 1 | −2.5 | 1.2 | 0.29, 0.27, 0.22 |
| cloud 2 | −1.5 | 1.4 | 0.66, 0.70, 0.71 |

The self-energies sum to $(3^2+1^2)/(2\sqrt\pi\times0.4)=7.052$ hartree. A Fourier solution of Poisson's equation on a $49^3$ grid gives $U_f=3.457$ hartree. The Hartree, local and Ewald energies are $0.375$, $-1.906$ and $-2.064$ hartree. Both sides of (7) equal $-3.596$ hartree before rounding of the individual terms.

Averaging $T$ over the grid and integrating the ion moments gives the following diagonal stresses, in $10^{-3}$ hartree/bohr$^3$:

| Part | $xx$ | $yy$ | $zz$ |
|---|---:|---:|---:|
| $\langle T\rangle$ | −2.266 | −2.299 | −2.213 |
| ion moment | 4.280 | 4.275 | 4.283 |
| sum | 2.013 | 1.976 | 2.070 |

Central differences of the energy in (7) under small strains give the same sums to these digits. They correspond to 59.2, 58.1 and 60.9 GPa. The correction reverses the sign: the bare average is compressive, while the stress with rigid ions is tensile.

The self part of the moment alone would be $7.052/(3\times510)=4.609\times10^{-3}$ hartree/bohr$^3$ on each diagonal. The mean diagonal moment is smaller, $4.279\times10^{-3}$. The electron density at the ions makes $\partial_iE_i^{\rm ext}=-4\pi n_e$ negative there, which lowers the trace.

For point ions, differentiating the Hartree, point-Coulomb and Ewald energies gives a mean diagonal stress of $2.528$ in the same units. Equation (8) approaches it as follows:

| $s$ (bohr) | Bare mean | With self term |
|---:|---:|---:|
| 0.30 | −3.721 | 2.425 |
| 0.15 | −9.791 | 2.501 |

Halving $s$ reduces the Frobenius norm of the full tensor error by a factor 3.88, near the factor 4 of the leading $s^2$ law.

Now enclose ion 1 in a sphere centred on it. Energy differences for small ion displacements give $\mathbf F_1=(0.2720,0.1636,-0.2339)$ hartree/bohr. Quadrature over the sphere and its interior gives, in hartree/bohr:

| Radius (bohr) | Force on enclosed electrons | Surface integral |
|---:|---|---|
| 2.4 | −0.2587, −0.1551, 0.2227 | 0.0132, 0.0085, −0.0112 |
| 3.2 | −0.2718, −0.1638, 0.2352 | 0.0002, −0.0003, 0.0013 |

For the smaller sphere, the $x$ component of (2) is $0.2720-0.2587=0.013$ hartree/bohr. The surface force is about twenty times smaller than the ion force, although the sphere is not neutral: it contains 1.80 electrons against an ion charge of 3. Enlarging it brings in another 0.53 electron, and the electrostatic force on that shell changes the surface integral. The Maxwell field thus gives a definite force for each chosen surface; the ion force follows after the force on the enclosed electrons has been removed.
